# Gaussian resolution and the exponential band tail: a numerical check

```python
"""Gaussian blurring of an exponential band tail.

Result under test: a density of states g(E) = N exp(E/E0), convolved with a
normalized Gaussian of standard deviation sigma, becomes
exp(sigma^2 / (2 E0^2)) g(E): same logarithmic slope, larger intensity.
For a tail joined to a band at E = 0 this is the deep limit, with bounds
set by Phi(z), z = (depth - sigma^2/E0)/sigma, Phi = normal cumulative
distribution. Energies are in meV from the band edge, negative in the gap.
Densities inside the functions are in units of N, the value at the edge.
"""
import numpy as np
from math import exp, sqrt, log, pi
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ndtr
from scipy import constants as const

E0 = 15.0              # tail energy, meV
SIGMA = 30.0           # resolution, standard deviation, meV
MASS = 0.35            # effective mass / electron mass, rough
DEFECTS = 1.0e16       # flat deep-defect density, cm^-3 eV^-1, rough
FERMI = -300.0         # Fermi level, meV, rough
TEMPERATURE = 300.0    # K
WING_WEIGHT = 1.0e-4   # share of the resolution function in Lorentzian wings
DEPTH = 150.0          # depth of the worked reading, meV


def blur(dos, energy, sigma=SIGMA, e0=E0):
    """Convolution integral from its definition, split at the band edge."""
    centre = energy + sigma**2 / e0
    low, high = energy - 10 * sigma, centre + 10 * sigma
    cuts = sorted({low, high} | {p for p in (energy, centre, 0.0)
                                 if low < p < high})

    def integrand(e):
        return (dos(e) * exp(-0.5 * ((energy - e) / sigma)**2)
                / (sigma * sqrt(2 * pi)))
    return sum(quad(integrand, a, b, epsabs=0, epsrel=1e-10, limit=200)[0]
               for a, b in zip(cuts[:-1], cuts[1:]))


def tail_energy(signal, energy, step=0.5):
    """Inverse logarithmic slope by central difference, meV."""
    return 2 * step / log(signal(energy + step) / signal(energy - step))


def pure(e):
    return exp(e / E0)


def truncated(e):
    return exp(e / E0) if e <= 0 else 0.0


def joined(e):
    return exp(e / E0) if e <= 0 else sqrt(1 + 2 * e / E0)


def recorded(energy):
    return blur(joined, energy)


# Endless exponential: intensity factor and slope, several parameter pairs
for s, e0 in [(30.0, 15.0), (10.0, 15.0), (30.0, 25.0), (40.0, 20.0)]:
    for energy in (-200.0, -50.0):
        def signal(en, s=s, e0=e0):
            return blur(lambda e: exp(e / e0), en, s, e0)
        factor = signal(energy) / exp(energy / e0)
        assert abs(factor / exp(s**2 / (2 * e0**2)) - 1) < 1e-8
        assert abs(tail_energy(signal, energy) / e0 - 1) < 1e-6
gain = blur(pure, -DEPTH) / pure(-DEPTH)
assert abs(gain - exp(2)) < 1e-7

# Where the recorded signal comes from
weight = blur(pure, -DEPTH)
source = blur(lambda e: e * pure(e), -DEPTH) / weight
spread = sqrt(blur(lambda e: (e - source)**2 * pure(e), -DEPTH) / weight)
assert abs(source - (-DEPTH + SIGMA**2 / E0)) < 1e-5
assert abs(spread - SIGMA) < 1e-5

# Displacement of the logarithmic line into the gap
displacement = brentq(lambda d: pure(-DEPTH + d) - weight, 0, 100)
assert abs(displacement - SIGMA**2 / (2 * E0)) < 1e-5

# Tail that stops at the edge; conservation of the number of states
for depth in (0.0, 60.0, 150.0):
    factor = blur(truncated, -depth) / pure(-depth)
    formula = exp(SIGMA**2 / (2 * E0**2)) * ndtr((depth - SIGMA**2 / E0) / SIGMA)
    assert abs(factor / formula - 1) < 1e-7
grid = np.arange(-500.0, 301.0, 2.0)
area = 2.0 * sum(blur(truncated, float(e)) for e in grid)
assert abs(area / E0 - 1) < 1e-6

# Tail joined to a parabolic band: two-sided bounds on factor and slope
table = []
for depth in (0.0, 30.0, 60.0, 90.0, 120.0, 150.0, 180.0):
    factor = recorded(-depth) / joined(-depth)
    apparent = tail_energy(recorded, -depth)
    phi = ndtr((depth - SIGMA**2 / E0) / SIGMA)
    assert exp(2) * phi * (1 - 1e-7) <= factor <= exp(2) * (1 + 1e-7)
    assert E0 * phi * (1 - 1e-6) <= apparent <= E0 / phi * (1 + 1e-6)
    table.append((depth, factor, apparent))

# Parabolic-band constant, checked by counting plane waves in a periodic cube
mass = MASS * const.m_e
band_si = (2 * mass / const.hbar**2)**1.5 / (2 * pi**2)
band = band_si * const.e**1.5 * 1e-6            # cm^-3 eV^-3/2
box, top = 100e-9, 0.5                          # m, eV
radius = sqrt(2 * mass * top * const.e) / const.hbar * box / (2 * pi)
n = np.arange(-int(radius) - 1, int(radius) + 2)
n2 = n[:, None, None]**2 + n[None, :, None]**2 + n[None, None, :]**2
counted = 2 * np.count_nonzero(n2 <= radius**2) / (box * 100)**3
assert abs(counted / (2 / 3 * band * top**1.5) - 1) < 0.01  # surface of sphere
edge = band * sqrt(E0 * 1e-3 / 2)               # N, cm^-3 eV^-1

# Worked reading
true_density = edge * joined(-DEPTH)
read_density = edge * recorded(-DEPTH)
naive_edge = read_density * exp(DEPTH / E0)
edge_loss = 1 - recorded(-DEPTH) / (gain * joined(-DEPTH))

# Flat defect background (a normalized resolution leaves it unchanged)
floor = DEFECTS / edge
defect_share = floor / recorded(-DEPTH)
defect_slope = tail_energy(lambda e: recorded(e) + floor, -DEPTH)
cross_true = brentq(lambda d: joined(-d) - floor, 50, 300)
cross_read = brentq(lambda d: recorded(-d) - floor, 50, 300)
assert abs(cross_read - cross_true - displacement) < 0.1

# Lorentzian wings with the half width of the Gaussian; band cut at 1 eV
half_width = SIGMA * sqrt(2 * log(2))


def lorentz_blur(energy):
    cuts = (-800.0, energy, 0.0, 100.0, 1000.0)

    def integrand(e):
        return joined(e) * half_width / pi / ((energy - e)**2 + half_width**2)
    return sum(quad(integrand, a, b, epsabs=0, epsrel=1e-9, limit=200)[0]
               for a, b in zip(cuts[:-1], cuts[1:]))


def winged(energy):
    return ((1 - WING_WEIGHT) * recorded(energy)
            + WING_WEIGHT * lorentz_blur(energy))


wing_share = winged(-DEPTH) / recorded(-DEPTH) - 1
wing_slope = tail_energy(winged, -DEPTH)
wing_slope_deep = tail_energy(winged, -250.0)
assert wing_slope_deep > 5 * E0                 # exponential slope is lost

# Thermal filling removes empty states from the signal
kt = const.k * TEMPERATURE / const.e * 1e3      # meV


def filled(e):
    return joined(e) / (1 + exp((e - FERMI) / kt))


thermal_loss = blur(filled, -DEPTH) / recorded(-DEPTH)


def factor_for(sigma, e0):
    return blur(lambda e: exp(e / e0), -DEPTH, sigma, e0) / exp(-DEPTH / e0)


print(f"Tail energy E0: {E0:.1f} meV")
print(f"Resolution, standard deviation: {SIGMA:.1f} meV")
print(f"Resolution, full width at half maximum: {2 * half_width:.1f} meV")
print(f"Intensity factor, endless exponential: {gain:.4f}")
print(f"Displacement of the line into the gap: {displacement:.2f} meV")
print(f"Mean source energy for reading at {-DEPTH:.0f} meV: {source:.2f} meV")
print(f"Spread of source energies: {spread:.2f} meV")
print(f"Blurred/original area of truncated tail: {area / E0:.6f}")
print("Tail joined to band: depth (meV), factor, apparent tail energy (meV)")
for depth, factor, apparent in table:
    print(f"  {depth:5.0f}  {factor:8.4f}  {apparent:8.3f}")
print(f"Effective mass: {MASS:.2f} electron masses")
print(f"Band constant C: {band:.3e} cm^-3 eV^-3/2")
print(f"Edge density N: {edge:.3e} cm^-3 eV^-1")
print(f"Depth of worked reading: {DEPTH:.0f} meV")
print(f"True density there: {true_density:.3e} cm^-3 eV^-1")
print(f"Recorded density there: {read_density:.3e} cm^-3 eV^-1")
print(f"Edge density by naive extrapolation: {naive_edge:.3e} cm^-3 eV^-1")
print("Neglected effects at this depth:")
print(f"Loss from end of tail at band edge: {100 * edge_loss:.4f} %")
print(f"Upper bound on that loss: {100 * ndtr(-(DEPTH - SIGMA**2 / E0) / SIGMA):.4f} %")
print(f"Defect density: {DEFECTS:.1e} cm^-3 eV^-1")
print(f"Defect signal / recorded tail: {100 * defect_share:.1f} %")
print(f"Apparent tail energy with defects: {defect_slope:.2f} meV")
print(f"Depth where true tail equals defects: {cross_true:.1f} meV")
print(f"Depth where recorded tail equals defects: {cross_read:.1f} meV")
print(f"Lorentzian wing weight: {WING_WEIGHT:.1e}")
print(f"Signal added by wings: {100 * wing_share:.1f} %")
print(f"Apparent tail energy with wings: {wing_slope:.2f} meV")
print(f"Same at 250 meV depth: {wing_slope_deep:.1f} meV")
print(f"Temperature: {TEMPERATURE:.0f} K, thermal energy: {kt:.2f} meV")
print(f"Fermi level: {FERMI:.0f} meV")
print(f"Signal lost by thermal filling: {100 * thermal_loss:.4f} %")
print(f"Factor if sigma is 33 meV: {factor_for(33.0, E0):.3f}")
print(f"Factor if E0 is 14 meV: {factor_for(SIGMA, 14.0):.3f}")
print(f"Factor if E0 is 16 meV: {factor_for(SIGMA, 16.0):.3f}")
print("verified")
```

Output:

```
Tail energy E0: 15.0 meV
Resolution, standard deviation: 30.0 meV
Resolution, full width at half maximum: 70.6 meV
Intensity factor, endless exponential: 7.3891
Displacement of the line into the gap: 30.00 meV
Mean source energy for reading at -150 meV: -90.00 meV
Spread of source energies: 30.00 meV
Blurred/original area of truncated tail: 1.000000
Tail joined to band: depth (meV), factor, apparent tail energy (meV)
      0    1.1509    38.716
     30    3.1603    24.731
     60    5.5943    18.417
     90    6.9914    15.846
    120    7.3484    15.113
    150    7.3873    15.006
    180    7.3890    15.000
Effective mass: 0.35 electron masses
Band constant C: 1.411e+21 cm^-3 eV^-3/2
Edge density N: 1.222e+20 cm^-3 eV^-1
Depth of worked reading: 150 meV
True density there: 5.546e+15 cm^-3 eV^-1
Recorded density there: 4.097e+16 cm^-3 eV^-1
Edge density by naive extrapolation: 9.024e+20 cm^-3 eV^-1
Neglected effects at this depth:
Loss from end of tail at band edge: 0.0241 %
Upper bound on that loss: 0.1350 %
Defect density: 1.0e+16 cm^-3 eV^-1
Defect signal / recorded tail: 24.4 %
Apparent tail energy with defects: 18.67 meV
Depth where true tail equals defects: 141.2 meV
Depth where recorded tail equals defects: 171.2 meV
Lorentzian wing weight: 1.0e-04
Signal added by wings: 9.1 %
Apparent tail energy with wings: 16.24 meV
Same at 250 meV depth: 189.4 meV
Temperature: 300 K, thermal energy: 25.85 meV
Fermi level: -300 meV
Signal lost by thermal filling: 0.0580 %
Factor if sigma is 33 meV: 11.246
Factor if E0 is 14 meV: 9.934
Factor if E0 is 16 meV: 5.800
verified
```
